# Diffusion Monte Carlo for a two-electron cell, with its biases: test program

```python
"""Importance-sampled diffusion Monte Carlo (DMC) for two opposite-spin
electrons in a periodic cube with neutralizing background.
Results under test:
  * the energy extrapolated to zero time step equals the plane-wave ground state;
  * Metropolis acceptance makes the time-step bias second order in trial error,
    so that it is the smaller one when the trial function is good;
  * a population of M walkers has energy bias close to (E_V - E_0)/M;
  * 2 g_DMC - g_VMC has an error of second order in the trial error.
Symbols: r relative coordinate, L cube side, volume L^3, tau time step,
E_V variational energy, E_0 ground-state energy, xi Madelung constant,
wave amplitude of the cosine term in the better trial function.
Hartree atomic units; relative Hamiltonian -laplacian + v_Ewald(r) + xi."""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erfc

rng = np.random.default_rng(7)
r_s = 2.0
volume = 2 * 4 * np.pi / 3 * r_s**3
L = volume ** (1 / 3)
cutoff = L / 2
G1 = 2 * np.pi / L
walkers = 4096
blocks = 20
bins = 8
better_wave = 0.03

# ---------- Ewald potential ----------
alpha = 6.5 / L
n_axis = 7
na, nb, nc = np.meshgrid(*[np.arange(n_axis)] * 3, indexing="ij")
n_sq = na**2 + nb**2 + nc**2
multiplicity = 2.0 ** ((na > 0).astype(int) + (nb > 0) + (nc > 0))
safe = np.where(n_sq == 0, 1, n_sq) * G1**2
ewald_coef = 4 * np.pi / volume * multiplicity * np.exp(-safe / (4 * alpha**2)) / safe
ewald_coef[0, 0, 0] = 0.0
coef_matrix = ewald_coef.reshape(n_axis, n_axis**2).T.copy()
background = np.pi / (alpha**2 * volume)
xi = ewald_coef.sum() - 2 * alpha / np.sqrt(np.pi) - background


def ewald(r, dist):
    """Zero-average periodic Coulomb potential at minimum-image vectors r."""
    cosines = np.empty((n_axis,) + r.shape)
    cosines[0] = 1.0
    cosines[1] = np.cos(G1 * r)
    for n in range(2, n_axis):
        cosines[n] = 2 * cosines[1] * cosines[n - 1] - cosines[n - 2]
    part = (coef_matrix @ cosines[:, 0]).reshape(n_axis, n_axis, -1)
    smooth = ((part * cosines[:, 2]).sum(1) * cosines[:, 1]).sum(0)
    return erfc(alpha * dist) / dist + smooth - background


def mean_potential(dist):
    """Spherical average of the Ewald potential inside the inscribed sphere."""
    return 1 / dist + xi + 2 * np.pi * dist**2 / (3 * volume)


mu, mu_weight = np.polynomial.legendre.leggauss(16)
azimuth = 2 * np.pi * (np.arange(32) + 0.5) / 32
mu_grid, az_grid = np.meshgrid(mu, azimuth, indexing="ij")
sine = np.sqrt(1 - mu_grid**2)
directions = np.array([sine * np.cos(az_grid), sine * np.sin(az_grid), mu_grid])
directions = directions.reshape(3, -1)
for radius in (0.15 * L, 0.3 * L):
    values = ewald(radius * directions, np.full(directions.shape[1], radius))
    average = (mu_weight @ values.reshape(16, 32).mean(1)) / 2
    assert abs(average - mean_potential(radius)) < 1e-5


# ---------- trial function and local energy ----------
def log_trial(dist):
    return -cutoff / 6 * (1 - np.minimum(dist / cutoff, 1)) ** 3


def trial_slope(dist):
    return 0.5 * (1 - np.minimum(dist / cutoff, 1)) ** 2


def walker_state(r, wave=0.0):
    """Rows: position (3), drift (3), distance, log trial, local energy."""
    dist = np.sqrt((r**2).sum(0))
    slope = trial_slope(dist)
    log_psi = log_trial(dist)
    gradient = slope / dist * r
    laplacian = -(1 - np.minimum(dist / cutoff, 1)) / cutoff + 2 * slope / dist
    if wave:
        cosine_sum = np.cos(G1 * r).sum(0)
        log_psi = log_psi - wave * cosine_sum
        gradient = gradient + wave * G1 * np.sin(G1 * r)
        laplacian = laplacian + wave * G1**2 * cosine_sum
    energy = -(laplacian + (gradient**2).sum(0)) + ewald(r, dist) + xi
    return np.vstack([r, 2 * gradient, dist, log_psi, energy])


# drift and local energy against finite differences of the trial function
points = 0.9 * L * (np.random.default_rng(1).random((3, 20)) - 0.5)
h = 1e-3
for wave in (0.0, better_wave):
    centre = walker_state(points, wave)
    psi = np.exp(centre[7])
    kinetic = np.zeros(points.shape[1])
    for axis in range(3):
        shift = h * np.eye(3)[:, axis:axis + 1]
        up = walker_state(points + shift, wave)[7]
        down = walker_state(points - shift, wave)[7]
        kinetic -= (np.exp(up) + np.exp(down) - 2 * psi) / (h**2 * psi)
        assert np.allclose((up - down) / h, centre[3 + axis], atol=1e-4)
    potential = ewald(points, centre[6]) + xi
    assert np.allclose(kinetic + potential, centre[8], atol=1e-3)


# ---------- plane-wave reference ----------
def plane_waves(n_cut):
    """Lowest two fully symmetric levels and ground-state coefficients."""
    axis = np.arange(-n_cut, n_cut + 1)
    n = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
    n = n[(n**2).sum(1) <= n_cut**2]
    ordered = np.sort(np.abs(n), axis=1)
    key = (ordered[:, 0] * 100 + ordered[:, 1]) * 100 + ordered[:, 2]
    _, first, orbit, size = np.unique(
        key, return_index=True, return_inverse=True, return_counts=True)
    orbit = orbit.ravel()
    matrix = np.empty((len(size), len(size)))
    for a, index in enumerate(first):
        q = ((n - n[index]) ** 2).sum(1).astype(float)
        v = np.where(q > 0, 4 * np.pi / (volume * G1**2 * np.maximum(q, 1)), 0)
        row = np.bincount(orbit, v, minlength=len(size))
        matrix[a] = np.sqrt(size[a] / size) * row
        matrix[a, a] += G1**2 * (n[index] ** 2).sum()
    levels, vectors = eigh(matrix, subset_by_index=[0, 1])
    coef = (vectors[:, 0] / np.sqrt(size))[orbit]
    return levels + xi, n, coef * np.sign(coef.sum())


levels_small, _, _ = plane_waves(12)
levels, n_vec, coef = plane_waves(16)
E_0 = levels[0] + (levels[0] - levels_small[0]) * 12**3 / (16**3 - 12**3)
gap = levels[1] - levels[0]
assert abs(E_0 - levels[0]) < 2e-5

# ---------- radial quadrature: E_V and the noise-free g(r) ----------
edges = np.linspace(0, cutoff, bins + 1)
node, node_weight = np.polynomial.legendre.leggauss(20)
half = cutoff / bins / 2
radii = (edges[:-1, None] + half * (node + 1)).ravel()
shell = np.tile(half * node_weight, bins) * 4 * np.pi * radii**2
bin_volume = 4 * np.pi / 3 * np.diff(edges**3)


def sphere_average(fourier_by_shell):
    s = np.nonzero(np.abs(fourier_by_shell) > 1e-14)[0]
    return np.sinc(2 * np.outer(radii, np.sqrt(s)) / L) @ fourier_by_shell[s]


def bin_average(values):
    return (values * shell).reshape(bins, -1).sum(1) / bin_volume


mesh = 72
box = np.zeros((mesh,) * 3)
box[tuple((n_vec % mesh).T)] = coef
density = np.fft.fftn(box).real ** 2
freq = np.rint(np.fft.fftfreq(mesh) * mesh).astype(int) ** 2
shell_index = freq[:, None, None] + freq[None, :, None] + freq[None, None, :]
density_fourier = np.bincount(shell_index.ravel(), np.fft.ifftn(density).real.ravel())
g_exact = bin_average(sphere_average(density_fourier))

trial = np.exp(log_trial(radii))
ground = sphere_average(np.bincount((n_vec**2).sum(1), coef))
norm_trial = 1 + ((trial**2 - 1) * shell).sum() / volume
overlap = coef[(n_vec**2).sum(1) == 0][0] + ((trial - 1) * ground * shell).sum() / volume
g_var = bin_average(trial**2 / norm_trial)
g_mixed = bin_average(trial * ground / overlap)
g_extrap = 2 * g_mixed - g_var
integrand = trial_slope(radii) ** 2 * trial**2 + (trial**2 - 1) * mean_potential(radii)
E_V = xi + (integrand * shell).sum() / (volume * norm_trial)
excess = E_V - E_0
assert excess > 0
error_mixed = np.abs(g_mixed - g_exact).max()
error_extrap = np.abs(g_extrap - g_exact).max()
assert error_extrap < 0.5 * error_mixed


# ---------- the Monte Carlo code ----------
def simulate(tau, population, steps, metropolis=True, wave=0.0):
    """Independent replicas, each with a fixed population, run side by side."""
    replicas = walkers // population
    state = walker_state(L * (rng.random((3, walkers)) - 0.5), wave)
    energies = np.empty((steps, replicas))
    log_weights = np.empty((steps, replicas))
    counts = np.zeros((blocks, bins))
    accepted = 0.0
    for t in range(-int(round(4 / tau)), steps):
        drift = tau * state[3:6]
        move = drift + np.sqrt(2 * tau) * rng.standard_normal((3, walkers))
        position = state[:3] + move
        position -= L * np.rint(position / L)
        proposal = walker_state(position, wave)
        old_energy = state[8]
        if metropolis:
            backward = ((move + tau * proposal[3:6]) ** 2).sum(0)
            forward = ((move - drift) ** 2).sum(0)
            log_ratio = 2 * (proposal[7] - state[7]) - (backward - forward) / (4 * tau)
            accept = rng.random(walkers) < np.exp(np.minimum(log_ratio, 0))
            state = np.where(accept, proposal, state)
        else:
            accept = np.ones(walkers, dtype=bool)
            state = proposal
        weight = np.exp(-tau * ((old_energy + state[8]) / 2 - E_V))
        weight = weight.reshape(replicas, population)
        total = weight.sum(1)
        if t >= 0:
            energies[t] = (weight * state[8].reshape(weight.shape)).sum(1) / total
            log_weights[t] = np.log(total / population)
            accepted += accept.mean() / steps
        # comb resampling: copies have mean population * weight / total
        comb = np.cumsum(weight, axis=1) * (population / total)[:, None]
        comb = np.floor(comb + rng.random((replicas, 1))).astype(int)
        comb[:, -1] = population
        copies = np.diff(comb, axis=1, prepend=0).ravel()
        state = state[:, np.repeat(np.arange(walkers), copies)]
        if t >= 0:
            place = (state[6] * (bins / cutoff)).astype(int)
            counts[t * blocks // steps] += np.bincount(place, minlength=2 * bins)[:bins]
    block_energy = energies.mean(1).reshape(blocks, -1).mean(1)
    g_blocks = counts * blocks / (steps * walkers) * volume / bin_volume
    return dict(E=block_energy.mean(), err=block_energy.std(ddof=1) / blocks**0.5,
                acc=accepted, energies=energies, logw=log_weights,
                g=g_blocks.mean(0), g_err=g_blocks.std(0, ddof=1) / blocks**0.5)


large = 512
schedule = {0.05: 1200, 0.1: 900, 0.2: 600, 0.4: 400}
metro = {tau: simulate(tau, large, steps) for tau, steps in schedule.items()}
euler = {tau: simulate(tau, large, 500, metropolis=False) for tau in (0.1, 0.2)}
small = {m: simulate(0.1, m, 900) for m in (1, 2, 4)}
better_metro = simulate(0.2, large, 500, wave=better_wave)
better_euler = simulate(0.2, large, 500, metropolis=False, wave=better_wave)

# time step: extrapolation with the crude trial function
fit_tau = np.array([0.05, 0.1, 0.2])
fit_E = np.array([metro[t]["E"] for t in fit_tau])
fit_err = np.array([metro[t]["err"] for t in fit_tau])
line, covariance = np.polyfit(fit_tau, fit_E, 1, w=1 / fit_err, cov="unscaled")
E_zero, E_zero_err = line[1], covariance[1, 1] ** 0.5
assert abs(E_zero - E_0) < 4 * E_zero_err

# effect of acceptance with the better trial function
noise = np.hypot(better_euler["err"], better_metro["err"])
bias_without = abs(better_euler["E"] - E_0)
bias_with = abs(better_metro["E"] - E_0)
assert bias_without > bias_with + 3 * noise

# population: M = 1 is variational; others follow 1/M up to third order
assert abs(small[1]["E"] - E_V) < 4 * small[1]["err"]
for m in (2, 4):
    assert abs(small[m]["E"] - E_0 - excess / m) < 4 * small[m]["err"] + 0.05 * excess

# restore the discarded weights over a window of 30 steps
window = 30
running = np.cumsum(small[2]["logw"], axis=0)
memory = running[window:] - running[:-window]
later = small[2]["energies"][window:]
factor = np.exp(memory - memory.mean())
numerator = [part.sum() for part in np.array_split(factor * later, blocks)]
denominator = [part.sum() for part in np.array_split(factor, blocks)]
ratios = np.array(numerator) / np.array(denominator)
E_restored = np.sum(numerator) / np.sum(denominator)
E_restored_err = ratios.std(ddof=1) / blocks**0.5
assert abs(E_restored - E_0) < 4 * E_restored_err
bias_covariance = -np.mean((later - later.mean()) * (memory - memory.mean()))
assert abs(bias_covariance - excess / 2) < 0.1 * excess

# pair function; the extra 0.01 allows for the finite time step
g_vmc, g_dmc = small[1], metro[0.1]
assert np.all(np.abs(g_vmc["g"] - g_var) < 5 * g_vmc["g_err"])
assert np.all(np.abs(g_dmc["g"] - g_mixed) < 5 * g_dmc["g_err"] + 0.01)
g_sampled = 2 * g_dmc["g"] - g_vmc["g"]
g_sampled_err = np.hypot(2 * g_dmc["g_err"], g_vmc["g_err"])

# ---------- ring with known ground state exp(b cos x), energy zero ----------
b, ring_points, ring_tau = 0.5, 128, 0.02
x = 2 * np.pi * np.arange(ring_points) / ring_points


def ring_energy(delta, metropolis):
    """Mixed energy from the stationary vector of the full one-step matrix."""
    c = b + delta
    drift = -2 * c * np.sin(x)
    local = (b**2 - c**2) * np.sin(x) ** 2 + (c - b) * np.cos(x)
    kernel = np.zeros((ring_points, ring_points))
    for image in (-1, 0, 1):
        gap_x = x[None, :] + 2 * np.pi * image - (x + ring_tau * drift)[:, None]
        kernel += np.exp(-gap_x**2 / (4 * ring_tau))
    kernel *= 2 * np.pi / ring_points / np.sqrt(4 * np.pi * ring_tau)
    if metropolis:
        target = np.exp(2 * c * np.cos(x))
        flux = target[:, None] * kernel
        kernel = np.minimum(flux, flux.T) / target[:, None]
        kernel[np.diag_indices(ring_points)] += 1 - kernel.sum(1)
    half_weight = np.exp(-ring_tau * local / 2)
    step = half_weight[:, None] * kernel * half_weight[None, :]
    values, vectors = np.linalg.eig(step.T)
    stationary = vectors[:, np.argmax(values.real)].real
    return stationary @ local / stationary.sum()


def ring_density_errors(delta):
    exact = np.exp(2 * b * np.cos(x))
    mixed = np.exp((2 * b + delta) * np.cos(x))
    variational = np.exp(2 * (b + delta) * np.cos(x))
    exact, mixed, variational = (p / p.mean() for p in (exact, mixed, variational))
    return np.array([np.abs(mixed - exact).max(),
                     np.abs(2 * mixed - variational - exact).max()])


ring_delta = 0.01
ring_euler = [ring_energy(k * ring_delta, False) for k in (1, 2)]
ring_metro = [ring_energy(k * ring_delta, True) for k in (1, 2)]
p = np.exp(2 * b * np.cos(x))
force_product = -np.sin(x) * (2 * b**2 * np.sin(x) * np.cos(x) + b * np.sin(x))
ring_law = ring_tau * ring_delta * (p @ force_product) / p.sum()
density_ratio = ring_density_errors(2 * ring_delta) / ring_density_errors(ring_delta)
assert abs(ring_euler[0] / ring_law - 1) < 0.1
assert abs(ring_euler[1] / ring_euler[0] - 2) < 0.2
assert abs(ring_metro[1] / ring_metro[0] - 4) < 0.5
assert abs(density_ratio[0] - 2) < 0.1 and abs(density_ratio[1] - 4) < 0.3

# ---------- output ----------
print(f"r_s = {r_s:.1f} bohr, L = {L:.4f} bohr, walkers = {walkers}")
print(f"Madelung constant xi = {xi:.6f} Ha (= Hartree-Fock energy)")
print(f"E_0 plane waves, cutoff 12, 16: {levels_small[0]:.6f}, {levels[0]:.6f} Ha")
print(f"E_0 extrapolated = {E_0:.6f} Ha; per electron {E_0 / 2:.6f} Ha")
print(f"correlation energy E_0 - xi = {1e3 * (E_0 - xi):.3f} mHa")
print(f"symmetric excitation gap = {gap:.4f} Ha")
print(f"E_V quadrature = {E_V:.6f} Ha; E_V - E_0 = {1e3 * excess:.3f} mHa")
print("Time step (1/Ha), M = 512: E - E_0 (mHa), error (mHa), acceptance")
for name, runs in (("Metropolis", metro), ("no accept", euler)):
    for tau, run in runs.items():
        print(f" {name:10s} {tau:.2f} {1e3 * (run['E'] - E_0):8.3f}"
              f" {1e3 * run['err']:6.3f} {run['acc']:.4f}")
print(f"Better trial, cosine amplitude {better_wave}, same columns:")
for name, run in (("Metropolis", better_metro), ("no accept", better_euler)):
    print(f" {name:10s} 0.20 {1e3 * (run['E'] - E_0):8.3f}"
          f" {1e3 * run['err']:6.3f} {run['acc']:.4f}")
print(f"Crude trial, tau -> 0: E = {E_zero:.6f} +- {E_zero_err:.6f} Ha")
print(f" minus E_0: {1e3 * (E_zero - E_0):.3f} mHa; slope {1e3 * line[0]:.2f} mHa*Ha")
print("Population M, tau = 0.10: E - E_0, error, (E_V-E_0)/M (mHa)")
for m, run in small.items():
    print(f" {m:3d} {1e3 * (run['E'] - E_0):8.3f} {1e3 * run['err']:6.3f}"
          f" {1e3 * excess / m:8.3f}")
print(f"M = 2 bias from covariance = {1e3 * bias_covariance:.3f} mHa")
print(f"M = 2 weights restored ({window} steps): E - E_0 ="
      f" {1e3 * (E_restored - E_0):.3f} +- {1e3 * E_restored_err:.3f} mHa")
print("g(r) by quadrature: bin (bohr), exact, VMC, mixed, extrapolated")
for k in range(bins):
    print(f" {edges[k]:.3f}-{edges[k + 1]:.3f} {g_exact[k]:.4f} {g_var[k]:.4f}"
          f" {g_mixed[k]:.4f} {g_extrap[k]:.4f}")
print(f"largest error: mixed {error_mixed:.4f}, extrapolated {error_extrap:.4f}")
print("g(r) sampled, tau = 0.10: bin, VMC, DMC, extrapolated, its error")
for k in range(bins):
    print(f" {k + 1} {g_vmc['g'][k]:.4f} {g_dmc['g'][k]:.4f}"
          f" {g_sampled[k]:.4f} {g_sampled_err[k]:.4f}")
print(f"Ring: b = {b}, tau = {ring_tau}, delta = {ring_delta} (dimensionless)")
print(f" no-accept bias {ring_euler[0]:.4e}, first-order law {ring_law:.4e}")
print(f" Metropolis bias {ring_metro[0]:.4e}")
print(f" bias ratio, delta doubled: no accept {ring_euler[1] / ring_euler[0]:.3f},"
      f" Metropolis {ring_metro[1] / ring_metro[0]:.3f}")
print(f" density-error ratio: mixed {density_ratio[0]:.3f},"
      f" extrapolated {density_ratio[1]:.3f}")
print("OK")
```

Running it gives:

```
r_s = 2.0 bohr, L = 4.0620 bohr, walkers = 4096
Madelung constant xi = -0.698505 Ha (= Hartree-Fock energy)
E_0 plane waves, cutoff 12, 16: -0.716282, -0.716283 Ha
E_0 extrapolated = -0.716284 Ha; per electron -0.358142 Ha
correlation energy E_0 - xi = -17.780 mHa
symmetric excitation gap = 2.5406 Ha
E_V quadrature = -0.707917 Ha; E_V - E_0 = 8.367 mHa
Time step (1/Ha), M = 512: E - E_0 (mHa), error (mHa), acceptance
 Metropolis 0.05   -0.083  0.232 0.9990
 Metropolis 0.10   -0.446  0.196 0.9975
 Metropolis 0.20   -0.275  0.177 0.9943
 Metropolis 0.40   -0.963  0.132 0.9883
 no accept  0.10    0.352  0.296 1.0000
 no accept  0.20    0.952  0.210 1.0000
Better trial, cosine amplitude 0.03, same columns:
 Metropolis 0.20   -0.073  0.095 0.9912
 no accept  0.20    1.205  0.098 1.0000
Crude trial, tau -> 0: E = -0.716505 +- 0.000263 Ha
 minus E_0: -0.220 mHa; slope -0.51 mHa*Ha
Population M, tau = 0.10: E - E_0, error, (E_V-E_0)/M (mHa)
   1    8.395  0.248    8.367
   2    3.938  0.257    4.184
   4    2.328  0.259    2.092
M = 2 bias from covariance = 4.251 mHa
M = 2 weights restored (30 steps): E - E_0 = -0.167 +- 0.203 mHa
g(r) by quadrature: bin (bohr), exact, VMC, mixed, extrapolated
 0.000-0.254 0.4302 0.6141 0.5148 0.4155
 0.254-0.508 0.5152 0.7191 0.6096 0.5001
 0.508-0.762 0.6119 0.8213 0.7100 0.5987
 0.762-1.015 0.7092 0.9036 0.8017 0.6998
 1.015-1.269 0.8010 0.9614 0.8789 0.7964
 1.269-1.523 0.8830 0.9958 0.9392 0.8825
 1.523-1.777 0.9518 1.0119 0.9828 0.9538
 1.777-2.031 1.0052 1.0164 1.0122 1.0081
largest error: mixed 0.0981, extrapolated 0.0151
g(r) sampled, tau = 0.10: bin, VMC, DMC, extrapolated, its error
 1 0.6090 0.5024 0.3958 0.0301
 2 0.7214 0.5965 0.4717 0.0156
 3 0.8201 0.7060 0.5918 0.0098
 4 0.9001 0.7968 0.6934 0.0071
 5 0.9597 0.8738 0.7879 0.0072
 6 0.9987 0.9360 0.8733 0.0051
 7 1.0128 0.9809 0.9489 0.0031
 8 1.0171 1.0138 1.0106 0.0026
Ring: b = 0.5, tau = 0.02, delta = 0.01 (dimensionless)
 no-accept bias -5.6514e-05, first-order law -5.5361e-05
 Metropolis bias 1.2670e-07
 bias ratio, delta doubled: no accept 2.040, Metropolis 4.075
 density-error ratio: mixed 1.999, extrapolated 3.970
OK
```
